Chern Numbers of Harper Bands at Flux 1/3

**Problem**

A particle of charge Q moves on a square lattice of spacing a, with nearest-neighbour hopping amplitudes −Jx and −Jy (both J positive), in a perpendicular field B. Spin and interactions are left out. The flux per cell, in units of the flux quantum of this charge, is

φ = QBa²/h = p/q,

with p and q coprime and q ≥ 3.

(a) Build the q × q matrix that gives the bands.

(b) Let r bands lie below an open gap, and let t be the Chern number of these r bands together. Which integer equation ties t to r, p and q?

(c) For φ = 1/3 and Jx = Jy = J, find the gap widths and the Chern number of each band.

**First estimate by scaling**

Take the vector potential (0, Bx). A hop in +y at column m then carries the phase 2πφm, and a hop in x carries none. Anticlockwise around a cell the phases add to 2πφ(m+1) − 2πφm = 2πφ, as they must.

Write the amplitude at site (m, n) as e^{i ky n}u_m, where ky is the dimensionless phase per cell. The two neighbours in y contribute

−Jy[e^{i(2πφm−ky)} + e^{−i(2πφm−ky)}]u_m = −2Jy cos(ky − 2πφm)u_m.

The lattice problem has become a chain:

−Jx(u_{m+1} + u_{m−1}) − 2Jy cos(ky − 2πφm)u_m = E u_m.

For small Jy the chain has energy ε(k) = −2Jx cos k, disturbed by a weak potential that changes k by ±2πφ. Filling r states per q sites occupies |k| < kF with kF = πr/q. A gap opens there when t steps of the potential connect −kF to +kF:

2πφt = 2kF modulo 2π, that is, pt = r modulo q.

The coupling takes |t| steps, so the gap scales as Jy^{|t|}, and the smallest |t| dominates. At the crossing two states of equal energy are coupled by an amplitude V and split by 2|V|. Perturbation theory for V gives

gap ≈ 2Jy^{|t|} / ∏ |ε(kF) − ε(k_j)|,

where the product runs over the |t| − 1 intermediate momenta. None of these equals ±kF, since a shorter path would then exist, so no denominator vanishes. The case r = q/2 at even q is an exception to the estimate: the paths t = q/2 and t = −q/2 have equal strength and cancel at some ky, so no gap opens over all ky. The second-order energy shifts of the states at ±kF are equal by reflection and do not affect the splitting.

The same t counts transported particles. The effective coupling has the form e^{i(2kF m − t ky)} plus its conjugate. Its phase t ky can be removed by displacing all the filled states by δ = t ky/(2kF). When ky grows by 2π, this displacement is

δ = 2πt/(2πr/q) = tq/r sites.

With r particles per q sites, t particles pass any point towards +x. Gaps at lower energy mix filled states with filled states and do not alter this count.

At φ = 1/3 and r = 1, 2kF = 2π/3, which is one step up: t = 1. At r = 2, 2kF = 4π/3, equivalent to −2π/3, which is one step down: t = −1. Both gaps are estimated as 2Jy. Carried to Jy = J, where the expansion is no longer controlled, this gives 2J.

**Exact solution: the matrix**

The potential repeats after q sites, because φq = p. Bloch's condition is therefore u_{m+q} = e^{iθ}u_m, with θ = q kx. Both θ and ky run from 0 to 2π. For φ = 1/3 the three rows of H are

row 0: −2Jy cos ky, −Jx, −Jx e^{−iθ}
row 1: −Jx, −2Jy cos(ky − 2π/3), −Jx
row 2: −Jx e^{iθ}, −Jx, −2Jy cos(ky − 4π/3).

For general q the diagonal entries are −2Jy cos(ky − 2πpm/q), with m = 0 to q − 1. Adjacent sites are joined by −Jx, and the two corners carry the phases e^{∓iθ}.

**The integer equation**

Let v_m = e^{−i kx m}u_m, normalized over one magnetic cell, with kx running over a range 2π/q. In a Wannier function the position m acts on e^{i kx m} as −i∂/∂kx; integration by parts moves the derivative onto v. The sum of the Wannier centres of the filled bands, in sites, is thus

X(ky) = (q/2π)∫ A_x dkx, A_x = i Σ ⟨v|∂v/∂kx⟩.

A change of Bloch phase that winds with kx moves X by a multiple of q, so X is defined modulo q. Over a full period of ky its displacement must be a multiple of q, and this defines t:

X(ky + 2π) − X(ky) = qt.

With F = ∂A_y/∂kx − ∂A_x/∂ky, the integral of ∂A_y/∂kx over a period vanishes. Hence dX/dky = −(q/2π)∫F dkx, and

t = −(1/2π)∫∫ F dkx dky.

This fixes the sign: t is positive when growing ky moves particles towards +x.

Now translate the chain by one site. The potential becomes −2Jy cos(ky − 2πφ(m−1)) = −2Jy cos(ky + 2πφ − 2πφm), so the translated chain is the chain at ky + 2πφ. All r centres have moved by one site:

X(ky + 2πφ) − X(ky) = r − qs,

with an integer s because X is defined modulo q.

The left side can be found in a second way. Since p and q are coprime, some number p′ of translations satisfies pp′ = 1 modulo q. These translations change ky by 2π/q, apart from full periods. They add a constant to X and leave dX/dky unchanged, so dX/dky has period 2π/q. Each interval 2π/q therefore contributes qt/q = t, and the interval 2πφ = 2πp/q contributes pt. Equating the two results gives

r = qs + pt.

This holds for any open gap of the model, but it fixes t only modulo q. The remaining choice needs the energies.

**Choosing t at flux 1/3**

Put d_m = 2Jy cos(ky − 2πm/3). Expanding the determinant of E − H gives

∏(E + d_m) − Jx² Σ(E + d_m) + 2Jx³ cos θ = 0.

The three d_m sum to zero. Their squares sum to 6Jy², so their pair products sum to −3Jy². Their triple product is 2Jy³ cos 3ky. Therefore

E³ − 3(Jx² + Jy²)E + 2Jx³ cos θ + 2Jy³ cos 3ky = 0.

Let R² = Jx² + Jy². The function E³ − 3R²E has its turning points at E = ±R, where its magnitude is 2R³. Two bands can touch only there, which would need |2Jx³ cos θ + 2Jy³ cos 3ky| = 2R³. But Jx and Jy are both smaller than R, so

Jx³ + Jy³ < R(Jx² + Jy²) = R³.

Both gaps stay open for every positive Jy/Jx. An integer cannot change while its gap stays open, so the weak-Jy values hold at Jy = Jx:

r = 1: 1 = 3·0 + 1·1, t = 1
r = 2: 2 = 3·1 + 1·(−1), t = −1.

No bands, or all three, give t = 0: the complete set of states has no net Berry flux. Each band has the difference between the t above it and the t below it:

1 − 0 = 1, −1 − 1 = −2, 0 − (−1) = 1.

For Jx = Jy = J the band edges occur where both cosines are +1 or both are −1, because each root varies monotonically with their sum. With E in units of J, the first case is

E³ − 6E + 4 = (E − 2)(E² + 2E − 2) = 0,

with roots 2 and −1 ± √3. The second case reverses their signs. The bands run from −2.732J to −2J, from −0.732J to 0.732J, and from 2J to 2.732J. Each gap is (3 − √3)J = 1.268J wide.

**Comparison of the two**

The scaling estimate of 2J exceeds the exact width by 58% of the latter, yet its integers are right. The width depends on the size of Jy; the integer needs only an open gap.

Flux 2/5 shows the estimate at second order. For r = 1, 2t = 1 modulo 5 allows t = −2 or t = 3, and the shorter path wins. It runs from −π/5 through −π to π/5, with energy denominator (2 + 1.618)Jx, so

gap ≈ 2Jy²/(3.618Jx).

At Jy = 0.01Jx this is 5.528 × 10⁻⁵ Jx, while diagonalizing the matrix gives 5.488 × 10⁻⁵ Jx. The difference comes from the path with t = 3. Its two intermediate states each lie 2.236Jx above the crossing, so its amplitude is Jy³/(5Jx²), which is 0.72Jy/Jx of the leading one. At the ky where the two oppose each other the gap falls by 0.72%, close to the 0.73% found. At Jy = Jx the leading formula gives 0.553J against 0.157J from diagonalization, 3.5 times too much.

For the four gaps at φ = 2/5 and Jx = Jy, the Berry flux was summed numerically from the phases of state overlaps around small momentum cells. It gives t = −2, 1, −1, 2, and hence bands −2, 3, −2, 3, −2. These values also satisfy |t| < q/2.

That window is not a general law. At φ = 1/4 the central gap is closed for Jx = Jy: at θ = ky = 0 both (0, 1, 0, −1) and (1, −1, −1, −1) have E = 0, so no t can be assigned. A free particle in a very weak periodic potential differs in another way. Each Landau level holds φ states per cell, so at φ = 1/3 two filled levels have r = 2 and t = 2. This satisfies 2 = 3·0 + 1·2, but lies outside the window.

**What the integers measure**

A field E_y changes ky at the rate QE_y a/ħ. There are 1/a chains per unit length in y, each passing t particles per 2π of ky. The current density is

j_x = Q(1/a)t(QE_y a/h) = (tQ²/h)E_y.

For electrons the Hall conductance per spin is t × 38.74 μS, at zero temperature with the Fermi level in the gap. Dividing the integer equation by q gives the filling per site, n = s + tφ. At φ = 10/31, diagonalization at one momentum puts 10 levels below −1.366J and 21 below +1.366J, the mid-gap energies of flux 1/3. These are 31·0 + 10 and 31·1 − 10.

**A patterned electron gas**

Consider a gate-patterned III–V semiconductor with rough, round parameters: period 40 nm, mass 0.07 electron masses, and a potential −8 meV[cos(2πx/a) + cos(2πy/a)]. Flux 1/3 needs |B| = h/(3ea²) = 0.86 T. Finite-difference diagonalization along one direction gives J = 0.235 meV from the first Fourier coefficient of the lowest band. The gap is then 1.268 × 0.235 = 0.30 meV. Filling one band of one spin takes 1/(3a²) = 2.1 × 10¹⁰ cm⁻². The lowest band is 0.732J = 0.17 meV wide in the Harper model, and 0.11 meV wide in the full one-electron problem treated below. Either width is much more than the Zeeman splitting given below, so the bands of the two spins overlap. Without interactions the Fermi level therefore lies in the first gap only when both spins fill their lowest band, at 4.2 × 10¹⁰ cm⁻².

At 0.1 K, kT is 0.009 meV. A g-factor of 0.4 gives a Zeeman splitting of 0.020 meV, and an assumed mobility of 10⁶ cm²/Vs gives ħ/τ = 0.017 meV, where τ is the transport time. All are small beside the gap, but small-angle scattering, which hardly affects the mobility, can broaden the levels by much more than this ħ/τ, possibly by as much as the gap itself. A high mobility alone does not show that the gap can be resolved. The amplitude for hopping over two periods is +0.056J, opposite in sign to the nearest-neighbour amplitude −J. A finite-difference solution of the full one-electron problem in the field, on a 4 nm mesh and 96 momenta, includes such hops and the higher minibands. It keeps t = 1 and −1 but gives unequal gaps of 1.45J and 0.90J, with J = 0.233 meV as found on the same mesh, so the Harper width is off by 13% and 40% of these values. Refining the mesh to convergence raises the lower gap by 1%, to 0.342 meV, and leaves the upper one near 0.21 meV; with J = 0.235 meV these are 1.46J and 0.90J, and the errors become 13% and 41%. The two-period hops alone account for only about a quarter of the difference between the two gaps.

Repulsion is the larger omission. For two point charges one period apart, with relative permittivity 13 and a metal gate 20 nm away, the Coulomb energy less that of the image charge is 0.81 meV, 2.7 times the Harper gap. Spreading the charges over the Wannier orbitals of the lowest miniband, in a layer of zero thickness, raises this to about 1 meV. Two electrons of opposite spin in the same orbital then repel by roughly 11 meV, nearly 50J and more than the 6.9 meV gap to the next miniband, so the non-interacting filling of both spins described above is far from the regime of these parameters. The one-electron width therefore does not predict the measured gap, and the integers are sure to carry over only if the gap stays open as the interactions are turned on.

Numerical values quoted here were computed with a short program.
